Why a self-affine edge has no resolution-independent rms slope

A calculation of how ions strike the sidewall of a plasma-etched line needs the local angle of the wall, and a rough edge offers a tempting shortcut: measure its rms slope once and use that number everywhere. Before doing so one must decide over what distance the slope is taken. If the roughness exponent is one half, this decision sets the answer. At steps well below the correlation length of the edge, the rms slope grows as the inverse square root of the sampling step, and refining the grid does not make it settle.

**An edge made of independent kicks**

Let x be the sideways position of the edge and z the distance along the line. Divide the line into short pieces of length h and let

x_(j+1) = (1 − h/ξ) x_j + η_j.

The kicks η_j are independent Gaussian numbers with zero mean and variance 2σ²h/ξ. The factor 1 − h/ξ is a weak pull back towards the mean line, and ξ is the correlation length.

In the steady state the variance V of x is the same at every point. The new kick is independent of x_j, so variances add:

V = (1 − h/ξ)² V + 2σ²h/ξ.

Moving the V terms to one side gives V(2h/ξ − h²/ξ²) = 2σ²h/ξ, hence

V = σ²/(1 − h/(2ξ)),

which tends to σ² as h → 0. Thus σ is the rms roughness. Multiplying the recursion by an earlier position and averaging removes the kick, so each piece multiplies the correlation by 1 − h/ξ. Over a distance d there are d/h pieces, and (1 − h/ξ)^(d/h) → exp(−d/ξ). The autocorrelation of the continuous edge is therefore

R(d) = <x(z+d) x(z)> = σ² exp(−d/ξ), for d ≥ 0.

**The slope at a finite step**

Define the rms slope at step d as

s(d) = √G(d) / d, with G(d) = <[x(z+d) − x(z)]²>.

Expanding the square gives two variances and one cross term:

G(d) = R(0) + R(0) − 2R(d) = 2σ²[1 − exp(−d/ξ)].

For d much smaller than ξ, 1 − exp(−d/ξ) = d/ξ − d²/(2ξ²) + …, so

s² = [2σ²/(ξd)] [1 − d/(2ξ) + …],

s ≈ √[2σ²/(ξd)] [1 − d/(4ξ)].

The leading term is the inverse-square-root law. It also rules out a mean-square derivative. If the difference quotient converged in mean square to some slope of finite rms value, its own rms value would converge to that same finite number, by the triangle inequality. Instead it grows without bound.

The opposite limit behaves differently. For d much larger than ξ the two positions are uncorrelated, G → 2σ², and s → √2 σ/d. The square-root law belongs to steps well below ξ.

**Why refinement does not help**

Take two neighbouring increments, a = x(z+d) − x(z) and b = x(z+2d) − x(z+d). Their sum is the increment over 2d, so

G(2d) = <(a+b)²> = 2G(d) + 2<ab>.

Their correlation coefficient ρ = <ab>/G(d) is therefore

ρ = G(2d)/[2G(d)] − 1.

With u = d/ξ, the ratio G(2d)/G(d) is (1 − e^(−2u))/(1 − e^(−u)) = 1 + e^(−u), which gives

ρ = −[1 − exp(−d/ξ)]/2.

This tends to zero as the step shrinks. Neighbouring rises become independent and add in squares, so halving the run divides the rms rise by √2 and multiplies the slope by √2. On a smooth edge neighbouring rises become equal, ρ → 1, and halving the run also halves the rise. That is how a slope converges.

Divergence is not peculiar to one half. For the wider family G = 2σ²{1 − exp[−(d/ξ)^(2H)]}, with roughness exponent H, small steps give G ≈ 2σ²(d/ξ)^(2H). Then

s ≈ √2 σ ξ^(−H) d^(H−1), ρ → 2^(2H−1) − 1.

Every H between 0 and 1 gives a diverging slope, and H = 1/2 is the case in which neighbouring increments lose their correlation. At H = 1 the correlation tends to one and the slope to the finite value √2 σ/ξ. This finite limit belongs to the family: a spectrum falling as k^(−3), also labelled H = 1, leaves s² growing logarithmically as the step shrinks.

**The same result in wavenumbers**

Use the convention R(d) = ∫ P(k) exp(ikd) dk/(2π), over all k. The power spectrum is then

P(k) = 2σ² ∫₀^∞ exp(−d/ξ) cos(kd) dd = 2σ²ξ/(1 + k²ξ²).

Differentiation multiplies the power at each wavenumber by k²:

k²P(k) = (2σ²/ξ)[1 − 1/(1 + k²ξ²)].

At large k this becomes constant, so every equal band of wavenumber adds the same amount to the mean-square slope. Keeping |k| < K gives

s_K² = (1/π) ∫₀^K k²P dk = [2σ²/(πξ)] [K − arctan(Kξ)/ξ].

Once Kξ is much larger than one, it grows linearly with K. For K = π/d and d much smaller than ξ, arctan(Kξ) is near π/2 and s_K² ≈ (2σ²/ξ)[1/d − 1/(2ξ)], the same first two terms as the finite-difference result.

**What stops the growth**

Suppose the edge is averaged along z with a Gaussian weight of standard deviation w. Each amplitude is multiplied by exp(−k²w²/2), hence each power by exp(−k²w²). The mean-square slope of the averaged edge is

s_w² = (2σ²/ξ)(I − J),

I = ∫ exp(−k²w²) dk/(2π) = 1/(2√π w),

J = ∫ exp(−k²w²)/(1 + k²ξ²) dk/(2π).

To find J, write 1/(1 + k²ξ²) = ∫₀^∞ exp[−t(1 + k²ξ²)] dt and do the Gaussian integral over k first:

J = [1/(2√π)] ∫₀^∞ exp(−t)/√(w² + tξ²) dt.

Now put v = √(w² + tξ²)/ξ, so that t = v² − w²/ξ² and dt = 2v dv:

J = [1/(√π ξ)] exp(w²/ξ²) ∫_(w/ξ)^∞ exp(−v²) dv = exp(w²/ξ²) erfc(w/ξ)/(2ξ).

The slope is now finite, but its value belongs to the averaging. For w much smaller than ξ, I dominates and s_w ≈ √[σ²/(√π ξw)]. The inverse square root has moved from the step to the averaging width.

**Numbers for an etched line**

Take σ = 1.5 nm and ξ = 25 nm, illustrative values for an etched silicon line. Then

2σ²/ξ = 2 × 2.25/25 = 0.18 nm.

At d = 1 nm the small-step law gives √0.18 = 0.424, and the full formula 0.420. At 4 nm they give 0.212 and 0.204. Two observers of the same ideal edge, one sampling at 1 nm and the other at 4 nm, thus report rms slopes that differ by a factor of 2.06. An edge generated from the kicks gives 0.421 and 0.204 at these steps. Between 0.25 and 1 nm its slope varies as the step to the power −0.505. The small excess over one half in magnitude is what the correction −d/(4ξ) produces.

The cause can be seen in the same simulated edge. At a 1 nm step the correlation of neighbouring increments is −0.021, against −0.020 from the formula. After averaging with w = 1 nm, the correlation at a step of 0.125 nm is 0.996, and the slope has settled at 0.218. The formula gives the same value:

s_w² = 0.18 × (0.2821 − 0.0191) = 0.0473, s_w = 0.218.

With w = 0.5 nm the plateau is 0.313. A sharper probe finds a steeper edge.

Finite line length does not explain the disagreement between the observers. For Gaussian increments and d much smaller than ξ, the increment correlation is nearly a triangle, 1 − |y|/d for separations |y| < d. The relative variance of a mean square taken over length L is (2/L) times the integral of the squared correlation, 2d/3, which makes 4d/(3L). The rms value has half the relative standard deviation, √[d/(3L)]. For L = 2000 nm and d = 4 nm this is 2.6%; the simulated lines scatter by 2.8%. This holds when differences over d are started at every point of a finely sampled line. An observer who samples only at spacing d has L/d nearly independent increments, a relative variance of 2d/L for the mean square, and a scatter of √[d/(2L)], or 3.2%. Either figure is far below the factor of 2.06.

**Beside a real measurement**

A real edge image is both averaged and noisy. Let each sampled position carry an independent error of rms value σ_n. The difference of two such errors has variance 2σ_n², so

s_seen² = s_avg² + 2σ_n²/d².

Here s_avg is the finite-difference slope of the averaged edge. A difference over d multiplies the power at k by |exp(ikd) − 1|² = 2(1 − cos kd), hence

s_avg² = (1/d²) ∫ P(k) exp(−k²w²) 2(1 − cos kd) dk/(2π).

For w = 1 nm and σ_n = 0.5 nm, chosen as plausible rough values for an electron-microscope image, averaging lowers the slope at 1 nm from 0.420 to 0.213. Noise then raises it:

s_seen = √(0.213² + 2 × 0.25/1²) = 0.74.

At 4 nm the sequence is 0.204, 0.170 and 0.245. With σ_n the same at every step, the noise contribution alone grows as 1/d, faster than the roughness. It equals the unaveraged roughness where 2σ_n² = G(d), that is, at

d = −ξ ln(1 − σ_n²/σ²) = 2.9 nm.

A slope that rises at fine steps is therefore not, by itself, evidence for H = 1/2. Treating beam blur as a linear average along the edge is also a simplification of image formation, and so is a fixed σ_n added after all smoothing. If the coarse observer averages four 1 nm rows instead of keeping one, the slope seen at 4 nm is 0.176 rather than 0.245, and the noise part varies as d^(−3/2). Smoothing applied after detection changes the figures again.

The exponent matters as much as the blur. Real edges need not have H = 1/2. With σ and ξ held fixed in the family above, H = 0.7 gives a slope of 0.222 at 1 nm, about half the value for H = 1/2, and the small-step power becomes −0.3. The prefactor depends on the family: a Matérn correlation with the same σ, the same H and the same 1/e length gives 0.28 at 1 nm.

Matter also supplies an inner cutoff. The nearest-neighbour distance in silicon is 0.235 nm, where the ideal formula gives a slope of 0.87. The rms slope would reach one at 0.18 nm, below the atomic spacing, where a continuous edge has no meaning. The divergence is thus a property of the model; a real edge inherits the growth only at steps well above its inner cutoff and well below ξ. The approach is slow: if the cutoff acts as a Gaussian average of width w, then for d well above w the product d s² is lowered by about (2σ²/ξ) × 2w/(√π d). With w = 0.235 nm, d s² is 0.129 nm at 1 nm and 0.154 nm at 4 nm instead of 0.176 and 0.166 nm. With w = 1 nm it is 0.116 nm at 4 nm, 0.129 nm at 8 nm and 0.120 nm at 16 nm, well below 0.18 nm throughout. The product is nearly flat there, an apparent power of −0.49 between 4 and 16 nm, but only because it passes through a maximum between the loss to averaging and the loss to the correlation length. An unaveraged edge with H = 0.7 likewise keeps d s² within 10% of its maximum from about 9 to 33 nm. An apparent inverse square root over a factor of four in step therefore fixes neither 2σ²/ξ nor H. The model also treats the edge as a single line seen from above, whereas an ion's angle of incidence depends on the full surface normal, including variations down the wall. For a wall with uniform taper α and ions travelling straight down, the angle θ from the normal obeys cos θ = tan α/√(1 + tan²α + (dx/dz)²). On a vertical wall the incidence is grazing whatever the slope along the line, and at α = 5° an rms slope of 0.42 moves the incidence, averaged along the line, only from 85.0° to 85.3°, which lowers the mean of cos θ by about 7%. The slope along the line sets the sideways orientation of the wall; for vertical ions the incidence angle is governed mainly by the profile down the wall.

**What to carry into the calculation**

Quote σ, ξ and H together with the form of the correlation function they were fitted to, or quote a slope together with its step and averaging width. If H = 1/2 and the step lies well below ξ but well above the inner cutoff, the combination d s² is nearly independent of the step once blur and noise have been removed. For the ideal edge of the example it is 0.176 nm at 1 nm and 0.166 nm at 4 nm, approaching 0.18 nm as the step shrinks. The inner cutoff of the material cannot be removed: with a Gaussian cutoff of 0.235 nm the product peaks at 0.154 nm near 4 nm and never reaches 0.18 nm. When an etch calculation needs a local angle, the averaging length should come from the process, for instance the distance over which one ion impact affects the surface. It should then stay fixed while the grid is refined. The angle converges under those conditions, and its value still depends on the chosen length. The numerical output lists the slopes for the other steps.

Numbers as computed

```
rms roughness sigma = 1.5 nm, correlation length = 25.0 nm
simulated edge length = 261.6 um
2 sigma^2/xi = 0.1800 nm
step   0.25 nm: slope formula 0.8464, simulated 0.8475, small-step law 0.8485
step   1.00 nm: slope formula 0.4201, simulated 0.4207, small-step law 0.4243
step   4.00 nm: slope formula 0.2039, simulated 0.2040, small-step law 0.2121
step  16.00 nm: slope formula 0.0912, simulated 0.0913, small-step law 0.1061
step 250.00 nm: slope formula 0.0085, simulated 0.0085, small-step law 0.0268
simulated power of step, 0.25 to 1 nm = -0.505
slope at 1 nm / slope at 4 nm = 2.060
long-step form sqrt(2) sigma/d at 250 nm = 0.00849
neighbour increment correlation, step 1 nm: formula -0.0196, simulated -0.0211
neighbour increment correlation, step 8 nm: formula -0.1369, simulated -0.1351
slope with wavenumbers up to 3.142 /nm = 0.4200
slope with wavenumbers up to 12.566 /nm = 0.8464
averaging width 0.5 nm: plateau formula 0.3131, simulated 0.3132 (step 0.125 nm)
  its neighbour correlation at 0.125 nm = 0.9840
averaging width 1.0 nm: plateau formula 0.2176, simulated 0.2176 (step 0.125 nm)
  its neighbour correlation at 0.125 nm = 0.9958
position noise per sample = 0.5 nm
step 1 nm: ideal 0.4201, averaged 0.2129, averaged with noise 0.7385
step 2 nm: ideal 0.2941, averaged 0.2008, averaged with noise 0.4066
step 4 nm: ideal 0.2039, averaged 0.1702, averaged with noise 0.2454
step 8 nm: ideal 0.1388, averaged 0.1269, averaged with noise 0.1547
step where noise equals unaveraged roughness = 2.94 nm
exponent 0.7: power of step -0.300, neighbour correlation 0.3195
exponent 0.7: slope at 1 nm 0.2223, at 4 nm 0.1443
line-to-line scatter, 2000 nm lines, step 4 nm: simulated 2.78 %, estimate 2.58 %
silicon nearest-neighbour distance = 0.2352 nm
ideal slope at that step = 0.873
step where ideal slope reaches one = 0.1794 nm
```
